# Particle size and number density versus depth in internal oxidation, part 1

(Sections cited here and not found follow in the second part.)

## Front motion and the supply of solute

In a model alloy with one atomic per cent of solute, oxidised internally at 1173 K, the oxide particles 20 µm below the surface have a radius of 17 nm, and those at 200 µm have a radius of 173 nm. Over the same interval the number of particles per unit volume falls from $8.7\times10^{14}$ to $8.7\times10^{11}\ \mathrm{cm^{-3}}$. Ten times the depth gives ten times the radius and one thousandth of the density, although the alloy was uniform and the temperature and the surface oxygen content were held fixed. The explanation lies in the slowing of the oxidation front and in the distance over which dissolved solute can reach an existing particle.

**The system.** A planar alloy occupies $x>0$. Its solvent A does not oxidise, and its solute B has mole fraction $N_B$. Oxygen enters at $x=0$, where its mole fraction is held at $N_O$, and it forms the oxide BO$_\nu$, with $\nu$ oxygen atoms per solute atom. The front is at depth $\xi(t)$, with $\xi(0)=0$, and moves at speed $v=d\xi/dt$. The local mole fractions of dissolved oxygen and solute are $c_O(x,t)$ and $c_B(x,t)$, and the diffusivities are $D_O$ and $D_B$.

Four assumptions define the front problem.

1. The oxide is so stable that dissolved oxygen and dissolved solute do not coexist. On the scale of the whole zone the reaction takes place at $x=\xi$, where both fractions vanish.
2. Oxygen diffusion through the oxidised zone controls the speed. Entry at the surface and the reaction itself are fast in comparison.
3. The particles occupy a small volume and do not obstruct the diffusion of oxygen.
4. The molar volume $V_m$ of the alloy is constant, so mole fractions divided by $V_m$ are concentrations.

**Oxygen supply.** Suppose first that the dissolved oxygen stored in the zone is negligible beside the oxygen bound in oxide, which is assured when $N_O\ll\nu N_B$. The oxygen flux is then the same at every depth behind the front. A depth-independent flux means a constant gradient, and the two end values fix the profile:

$$c_O(x,t)=N_O\left(1-\frac{x}{\xi}\right),\qquad 0<x<\xi. \tag{1}$$

The oxygen reaching unit area of the front in unit time is $D_ON_O/(V_m\xi)$ moles.

The front consumes solute. Let $E$ be the amount of solute precipitated in a given layer divided by the amount the layer originally held. This ratio may exceed one, because solute diffuses towards the front from the alloy beyond it. When the front advances by $d\xi$, it fixes $EN_B\,d\xi/V_m$ moles of solute per unit area and needs $\nu$ times as much oxygen. Equating supply and demand and cancelling $V_m$ gives

$$\frac{N_OD_O}{\xi}=\nu EN_B\,v. \tag{2}$$

If $E$ does not change with time, this can be written

$$v=\frac{K}{\xi},\qquad K=\frac{N_OD_O}{\nu EN_B}. \tag{3}$$

Multiplication by $\xi$ gives $\xi\,d\xi/dt=K$, or $d(\xi^2)/dt=2K$. Integration from $\xi(0)=0$ yields

$$\xi^2=2Kt. \tag{4}$$

The front slows because each further advance lengthens the path along which its oxygen must travel. It remains to show that $E$ is constant.

**Solute ahead of the front.** For $x>\xi$ the solute obeys

$$\frac{\partial c_B}{\partial t}=D_B\frac{\partial^2c_B}{\partial x^2},\qquad c_B(\xi,t)=0,\qquad c_B(\infty,t)=N_B. \tag{5}$$

With a front that follows (4), the depth and the diffusion distance both grow as $\sqrt t$. This suggests a profile that depends on the single variable $\eta=x/(2\sqrt{D_Bt})$. A prime denotes a derivative with respect to $\eta$. At fixed $x$, $\partial\eta/\partial t=-\eta/(2t)$, and at fixed $t$, $\partial\eta/\partial x=1/(2\sqrt{D_Bt})$. Hence

$$\frac{\partial c_B}{\partial t}=-\frac{\eta}{2t}\,c_B',\qquad D_B\frac{\partial^2c_B}{\partial x^2}=\frac{1}{4t}\,c_B''.$$

Equating the two and multiplying by $4t$ gives $c_B''=-2\eta c_B'$. This is a first-order equation for $c_B'$, with solution $c_B'=Ae^{-\eta^2}$.

The front sits at a fixed value of $\eta$, which follows from (4):

$$u=\frac{\xi}{2\sqrt{D_Bt}}=\frac{\sqrt{2Kt}}{2\sqrt{D_Bt}}=\sqrt{\frac{K}{2D_B}}. \tag{6}$$

Integrating $c_B'$ once more and imposing $c_B=0$ at $\eta=u$ and $c_B\to N_B$ at infinity gives

$$c_B=N_B\left[1-\frac{\operatorname{erfc}\eta}{\operatorname{erfc}u}\right],\qquad \operatorname{erfc}\eta=\frac{2}{\sqrt\pi}\int_\eta^\infty e^{-s^2}ds. \tag{7}$$

Because the boundary value at $\eta=u$ does not depend on time, (7) satisfies all the conditions in (5).

**The enrichment is constant.** The dissolved solute vanishes at the front, so the front gains solute through the diffusive flux from ahead. The derivative of $\operatorname{erfc}\eta$ is $-(2/\sqrt\pi)e^{-\eta^2}$, and therefore

$$D_B\left.\frac{\partial c_B}{\partial x}\right|_{\xi}
=D_BN_B\,\frac{2e^{-u^2}}{\sqrt\pi\,\operatorname{erfc}u}\,\frac{1}{2\sqrt{D_Bt}}
=N_B\sqrt{\frac{D_B}{\pi t}}\;\frac{e^{-u^2}}{\operatorname{erfc}u}. \tag{8}$$

By the definition of $E$, this equals $EN_Bv$. Differentiating $\xi=2u\sqrt{D_Bt}$ gives $v=u\sqrt{D_B/t}$. Substitution cancels $N_B$ and the factor $\sqrt{D_B/t}$, leaving

$$E=\frac{1}{\sqrt\pi\,u\,e^{u^2}\operatorname{erfc}u}. \tag{9}$$

Since $u$ is constant, $E$ is constant in time. A layer at depth $x$ receives its oxide when the front passes, so a constant $E$ in time is also a uniform oxide content in depth. This closes the argument that began with (3).

Equations (3), (6) and (9) must still be solved together, since $K$ contains $E$ and $E$ depends on $K$. Put $K_0=N_OD_O/(\nu N_B)$, the value for $E=1$. Then $KE=K_0$, and with $K=2D_Bu^2$ from (6),

$$\frac{2D_B}{\sqrt\pi}\;\frac{u}{e^{u^2}\operatorname{erfc}u}=K_0. \tag{10}$$

The substitution $s\to s+u$ in the integral for $\operatorname{erfc}u$ shows that

$$e^{u^2}\operatorname{erfc}u=\frac{2}{\sqrt\pi}\int_0^\infty e^{-s^2-2us}ds,$$

which decreases as $u$ grows. The left side of (10) therefore rises steadily from zero without limit, and there is one solution for every positive $K_0$.

**Slow solute.** When $D_B\ll K$, $u$ is large. Writing $e^{-s^2}=(1/2s)(2se^{-s^2})$ and integrating by parts twice gives

$$\operatorname{erfc}u=\frac{e^{-u^2}}{\sqrt\pi\,u}\left(1-\frac{1}{2u^2}+\dots\right),\qquad
E=1+\frac{1}{2u^2}+\dots=1+\frac{D_B}{K}+\dots \tag{11}$$

The omitted terms are of order $u^{-4}$. The limit $E\to1$ describes solute that stays in its own layer until the front arrives.

The same limit shows how far the front reaches into the alloy. Let $y=x-\xi$ be the distance ahead of it. Then

$$\eta^2-u^2=\frac{2\xi y+y^2}{4D_Bt}=\frac{vy}{D_B}+\frac{y^2}{4D_Bt},$$

where the last step uses $\xi/(2t)=v$, obtained from (4). For $y$ of order $D_B/v$, the quadratic term is $D_B/(4v^2t)=1/(4u^2)$, which is small. The leading form of $\operatorname{erfc}$ in (11) then turns (7) into

$$c_B\simeq N_B\left(1-e^{-vy/D_B}\right). \tag{12}$$

Solute is depleted over a distance $D_B/v$. Diffusion carries solute towards the front while the front runs into fresh alloy, and these two effects balance at that distance. As the front slows, the depleted layer widens in proportion to depth, because $D_B/v=D_B\xi/K$.

The solute missing from this layer must be the excess held behind the front. From (12) the missing amount per unit area, in units of $1/V_m$, is $N_BD_B/v$. The excess is $(E-1)N_B\xi$. Setting them equal gives $E-1=D_B/(v\xi)=D_B/K$, in agreement with (11).

**Numbers for the front.** The model alloy has $N_O=3.0\times10^{-5}$, $N_B=0.010$, $\nu=1.5$, $D_O=1.0\times10^{-5}\ \mathrm{cm^2/s}$ and $D_B=1.0\times10^{-9}\ \mathrm{cm^2/s}$. Hence

$$K_0=\frac{(3.0\times10^{-5})(1.0\times10^{-5})}{(1.5)(0.010)}\ \mathrm{cm^2/s}=2.0\times10^{-8}\ \mathrm{cm^2/s}.$$

Solving (10) gives $u=3.09$, $E=1.048$ and $K=1.91\times10^{-8}\ \mathrm{cm^2/s}$. The leading estimate (11) would give $E=1.052$. The oxidised zone thus holds about 5 % more solute than the original alloy did, and the front constant is lower by about the same fraction.

**Oxygen stored in the zone.** The linear profile (1) neglects the dissolved oxygen that must fill the growing zone. The neglect can be removed. The diffusion equation for oxygen has the same similarity form as that for solute, now with the variable $x/(2\sqrt{D_Ot})$. Its solution with $c_O=N_O$ at the surface and $c_O=0$ at the front is

$$c_O=N_O\left[1-\frac{\operatorname{erf}\!\big(x/2\sqrt{D_Ot}\big)}{\operatorname{erf}g}\right],\qquad g=\frac{\xi}{2\sqrt{D_Ot}},\qquad K=2g^2D_O, \tag{13}$$

with $\operatorname{erf}=1-\operatorname{erfc}$. The flux reaching the front is $N_O\sqrt{D_O/(\pi t)}\,e^{-g^2}/\operatorname{erf}g$, by the same differentiation as in (8). It must equal $\nu EN_Bv$ with $v=g\sqrt{D_O/t}$, so

$$\frac{N_O}{\nu N_B}=\sqrt\pi\,g\,e^{g^2}\operatorname{erf}(g)\,E. \tag{14}$$

For small $g$, $\operatorname{erf}g=(2/\sqrt\pi)(g-g^3/3+\dots)$ and $e^{g^2}=1+g^2+\dots$. The right side becomes $2g^2(1+2g^2/3)E$. Since $2g^2=K/D_O$, multiplication by $D_O$ gives

$$K_0=KE\left(1+\frac{K}{3D_O}+\dots\right). \tag{15}$$

In the example $K/(3D_O)$ is 0.064 %. The full solution of (14) lowers $K$ by 0.066 %; the small remainder arises because a slower front has a slightly larger $E$. Storage changes the constant but leaves the parabolic law (4) intact, since $g$ and $u$ are both independent of time.

**A numerical test.** The two diffusion equations were also solved by finite differences, with instant reaction in each cell and without use of the similarity profiles. The case chosen had $N_O/(\nu N_B)=0.2$ and $D_B/D_O=0.04$, for which enrichment and storage are both larger than in the example. For front depths between about 30 and 95 cells, the deposited oxide gave $E=1.187$, equal to the value from (9) and (14) to the digits shown. A power-law fit of the oxide content against depth gave an exponent of zero to three decimals. The front constant was 1.008 times its predicted value, a difference comparable with one cell width divided by the front depth.

## Spacing, particle radius and number density

The first half concerned a front at depth $\xi$ moving at speed $v$ into an alloy with solute fraction $N_B$ and solute diffusivity $D_B$. Oxygen with surface fraction $N_O$ and diffusivity $D_O$ forms an oxide with $\nu$ oxygen atoms per solute atom. The results needed here are $v=K/\xi$ and $\xi^2=2Kt$, with $K=N_OD_O/(\nu EN_B)$, from (3) and (4). The ratio $E$ of precipitated to original solute is the same at all depths, by (9). The front depletes solute over a distance of about $D_B/v$ ahead of it, by (12). In the example $K=1.91\times10^{-8}\ \mathrm{cm^2/s}$ and $E=1.048$.

**The spacing assumption.** On the scale of the particles the front is not a uniform sink. Solute collects on existing particles, and a new particle forms where the advancing oxygen meets enough dissolved solute. The mean distance $L$ between neighbouring particles is assumed to be

$$L=\alpha\,\frac{D_B}{v}, \tag{16}$$

where $\alpha$ is a dimensionless constant. A fast front leaves the region drained by the last particle quickly, so new particles form close together. A slow front gives the last particle time to drain a wide region.

A one-dimensional model shows how such a law can arise. Let the oxide form in planes that hold $c_B$ at zero. A new plane forms when the solute at the oxygen front has recovered to a fixed fraction $\theta$ of $N_B$. For constant $v$, measure distance and time in the units $X=vx/D_B$ and $T=v^2t/D_B$. The two sides of the diffusion equation become

$$\frac{\partial c_B}{\partial t}=\frac{v^2}{D_B}\frac{\partial c_B}{\partial T},\qquad
D_B\frac{\partial^2c_B}{\partial x^2}=\frac{v^2}{D_B}\frac{\partial^2c_B}{\partial X^2}.$$

The common factor cancels, and the front $x=vt$ becomes $X=T$. Neither $v$ nor $D_B$ remains. If the pattern settles to a regular spacing once the start is forgotten, that spacing in $X$ can depend on $\theta$ alone, which is (16) with $\alpha=\alpha(\theta)$.

This model was simulated for $\theta=0.5$. With $D_B/v$ equal to 30 and 60 cells, the mean gaps were 37 and 74 cells, and they were the same in the middle and last thirds of each run. Both runs give $\alpha=1.23$. Planes sit on whole cells, so this value is known to a few per cent. The simulation supports the scaling in (16) for planes; it does not supply $\alpha$ for particles in three dimensions.

The front slows in inverse proportion to its depth and leaves a uniform oxide content, and the particle spacing is assumed to scale as $D_B/v$, a scaling that simulation supports for planes. It remains to derive from this how spacing, number density and radius depend on depth, and to find where the result fails.
